\section*{Hill-de Boer Isotherm and Critical Point of a Mobile Adsorbed Layer}

\section{What dimensions already fix}

Let $N$ molecules move freely over a surface of area $A$, with number density $s=N/A$. Their spreading pressure $\phi$ is the two-dimensional counterpart of pressure, an energy per area. Suppose that two constants describe the interactions: $b$, an area excluded per molecule, and $a$, an attraction constant with the dimension energy times area. With $k$ the Boltzmann constant and $T$ the temperature, the independent dimensionless variables are
\begin{equation}
\theta=bs,\qquad \alpha=\frac{2a}{b\,kT},
\end{equation}
so the equation of state must have the form
\begin{equation}
\phi=\frac{kT}{b}\,F(\theta,\alpha).
\end{equation}
At a critical point the first and second derivatives of $\phi$ with respect to $s$ vanish at fixed $T$. These are two equations for two pure numbers, $\theta_c$ and $\alpha_c$. If a critical point exists, its coverage therefore depends on neither $a$ nor $b$, and $kT_c=2a/(\alpha_c b)$. Dimensions cannot supply the numbers; the function $F$ does.

\section{Assumptions and theorem}

The surface is smooth and uniform and carries one layer. The constants $a>0$ and $b$ do not depend on temperature. The layer obeys the two-dimensional van der Waals equation
\begin{equation}
\phi=\frac{kTs}{1-bs}-as^2
=\frac{kT}{b}\frac{\theta}{1-\theta}-\frac{a\theta^2}{b^2},
\qquad 0<\theta<1. \label{eos}
\end{equation}
It is in equilibrium with an ideal gas of pressure $p$ at the same temperature, and the internal states of a molecule are the same in the gas and on the surface.

\paragraph{Theorem.} Under these assumptions,
\begin{equation}
p=p_0(T)\,\frac{\theta}{1-\theta}
\exp\left(\frac{\theta}{1-\theta}-\alpha\theta\right),
\label{iso}
\end{equation}
which is the Hill-de Boer isotherm. Its critical point is
\begin{equation}
\theta_c=\frac13,\quad kT_c=\frac{8a}{27b},\quad
\phi_c=\frac{a}{27b^2},\quad
p_c=\frac{p_0(T_c)}{2}e^{-7/4}. \label{crit}
\end{equation}

The coverage $\theta$ is measured against the density $1/b$, at which the model pressure diverges. This is not the density of a close-packed layer, a distinction that matters when the result is applied.

\section{From the equation of state to the isotherm}

\paragraph{Lemma 1 (Gibbs equation).} At fixed temperature, $d\phi=s\,kT\,d\ln p$.

\emph{Proof.} Let $U$, $S$ and $\mu$ be the energy, entropy and chemical potential of the layer. Then $dU=T\,dS-\phi\,dA+\mu\,dN$. Since $U$ is extensive in $S$, $A$ and $N$, it also equals $TS-\phi A+\mu N$. Differentiating this form and subtracting the first leaves
\begin{equation}
0=S\,dT-A\,d\phi+N\,d\mu .
\end{equation}
At fixed $T$ this gives $d\phi=s\,d\mu$. In equilibrium $\mu$ equals the chemical potential of the ideal gas, which is $kT\ln p$ plus a function of temperature, so $d\mu=kT\,d\ln p$. This proves the lemma.

\paragraph{Proof of the isotherm.} Differentiate (\ref{eos}) at fixed $T$, using $d[\theta/(1-\theta)]/d\theta=1/(1-\theta)^2$:
\begin{equation}
\frac{d\phi}{d\theta}=\frac{kT}{b(1-\theta)^2}-\frac{2a\theta}{b^2}.
\end{equation}
Lemma 1 with $s=\theta/b$ says $d\ln p=b\,d\phi/(\theta kT)$. Hence
\begin{equation}
\frac{d\ln p}{d\theta}=\frac{1}{\theta(1-\theta)^2}-\alpha.
\label{slope}
\end{equation}
To integrate, write
\begin{equation}
\frac{1}{\theta(1-\theta)^2}
=\frac1\theta+\frac1{1-\theta}+\frac1{(1-\theta)^2}.
\end{equation}
Over the common denominator the right-hand numerator is $(1-\theta)^2+\theta(1-\theta)+\theta=1$, which confirms the identity. The three terms integrate to $\ln\theta$, $-\ln(1-\theta)$ and $1/(1-\theta)=1+\theta/(1-\theta)$. With the constant 1 absorbed in the integration constant,
\begin{equation}
\ln p=\ln p_0(T)+\ln\frac{\theta}{1-\theta}
+\frac{\theta}{1-\theta}-\alpha\theta .
\end{equation}
Exponentiation gives (\ref{iso}). As $\theta\to0$ it becomes Henry's law, $p=p_0\theta$. The equation of state cannot determine $p_0$, because it does not know how strongly the surface binds a single molecule.

\section{The pressure scale and the meaning of the constants}

\paragraph{Lemma 2.} Let $m$ be the molecular mass, $h$ Planck's constant and $\Lambda=h/\sqrt{2\pi mkT}$. Let $E$ be the depth of the surface well and $q_z$ the partition function of vibration normal to the surface, with energies counted from the bottom of the well. Then
\begin{equation}
p_0=\frac{kT}{\Lambda b q_z}e^{-E/kT}. \label{p0}
\end{equation}

\emph{Proof.} Apart from the internal factor shared with the gas, take
\begin{equation}
Q=\frac{1}{N!}\left[\frac{(A-Nb)q}{\Lambda^2}\right]^N
\exp\left(\frac{aN^2}{A\,kT}\right),\qquad q=q_ze^{E/kT}.
\end{equation}
Two in-plane translations supply $\Lambda^{-2}$, the free area is $A-Nb$, and the mean attraction energy is $-aN^2/A$. This $Q$ belongs to the assumed equation of state, since
\begin{equation}
\phi=kT\frac{\partial\ln Q}{\partial A}
=\frac{NkT}{A-Nb}-\frac{aN^2}{A^2}
\end{equation}
is (\ref{eos}). For large $N$, Stirling's formula gives $\partial\ln N!/\partial N=\ln N$. Therefore
\begin{align}
\frac{\mu}{kT}&=-\frac{\partial\ln Q}{\partial N}\nonumber\\
&=\ln\frac{N}{A-Nb}+\frac{Nb}{A-Nb}
-\frac{2aN}{A\,kT}+\ln\frac{\Lambda^2}{q}\nonumber\\
&=\ln\frac{\theta}{1-\theta}+\frac{\theta}{1-\theta}
-\alpha\theta+\ln\frac{\Lambda^2}{bq}.
\end{align}
The last line uses $N/(A-Nb)=\theta/[b(1-\theta)]$. The gas has $\mu/kT=\ln(p\Lambda^3/kT)$. Equating the two and solving for $p$ gives (\ref{iso}) with $p_0=kT/(\Lambda bq)$, which is (\ref{p0}).

\paragraph{Remark (microscopic constants).} Let the molecules be hard disks of diameter $d$ with a pair attraction $u(r)<0$ beyond $d$. The second virial coefficient, defined by $\phi/kT=s+B_2s^2+\dots$, is
\begin{align}
B_2&=-\pi\int_0^\infty\left(e^{-u/kT}-1\right)r\,dr\nonumber\\
&=\frac{\pi d^2}{2}-\pi\int_d^\infty\left(e^{-u/kT}-1\right)r\,dr .
\label{b2}
\end{align}
For $|u|\ll kT$ the bracket is $-u/kT$, and $B_2\to b-a/kT$ with
\begin{equation}
b=\frac{\pi d^2}{2},\qquad a=-\pi\int_d^\infty u\,r\,dr .
\end{equation}
Expanding (\ref{eos}) to order $s^2$ gives the same $b-a/kT$. The van der Waals equation thus has the right first correction to ideality when attraction is weak compared with $kT$. At higher density, or with stronger attraction, it is an approximation.

Close-packed disks have density $2/(\sqrt3d^2)$, which is $\pi/\sqrt3=1.81$ in units of $1/b$. The critical density is therefore $(1/3)/1.81$, about 18\% of close packing, not one third of a full layer.

\section{The critical point}

\paragraph{Proof of the critical values.} By Lemma 1, $d\phi/d\theta$ and $d\ln p/d\theta$ have the same sign. A uniform layer is stable against small density changes when this sign is positive. Define $g(\theta)=\theta(1-\theta)^2$. Then
\begin{equation}
g'=(1-\theta)^2-2\theta(1-\theta)=(1-\theta)(1-3\theta).
\end{equation}
On $0<\theta<1$ the function rises up to $\theta=1/3$ and falls afterwards, and its maximum is $g(1/3)=4/27$. Equation (\ref{slope}) gives
\begin{equation}
\frac{d\ln p}{d\theta}=\frac1g-\alpha\ \ge\ \frac{27}{4}-\alpha,
\end{equation}
with equality at $\theta=1/3$. The isotherm rises everywhere if $\alpha<27/4$ and has a falling part if $\alpha>27/4$. The boundary is
\begin{equation}
\frac{2a}{b\,kT_c}=\frac{27}{4}
\quad\Longrightarrow\quad kT_c=\frac{8a}{27b}.
\end{equation}
There the second derivative of $\ln p$, which is $-g'/g^2$, also vanishes at $\theta=1/3$, as a critical point requires. Since $g''=6\theta-4=-2$ at that coverage, the third derivative is
\begin{equation}
-\frac{g''}{g^2}=\frac{2}{(4/27)^2}=\frac{729}{8}>0,
\end{equation}
so the critical isotherm has a rising inflexion.

For the spreading pressure, insert $s_c=1/(3b)$:
\begin{equation}
\phi_c=\frac{8a}{27b}\,\frac{1}{3b}\,\frac32-\frac{a}{9b^2}
=\frac{4a-3a}{27b^2}=\frac{a}{27b^2}.
\end{equation}
For the gas pressure, $\theta/(1-\theta)=1/2$ and $\alpha_c\theta_c=9/4$, so the exponent in (\ref{iso}) is $1/2-9/4=-7/4$. This completes the proof.

\paragraph{Remark (role of mobility).} Now fix the molecules to sites of area $b$, keeping the same mean attraction energy. With $M=A/b$ sites, the number of arrangements is $M!/[N!(M-N)!]$. The derivative of its logarithm with respect to $M$ is $\ln[M/(M-N)]=-\ln(1-\theta)$, so
\begin{equation}
\phi_{\rm loc}=-\frac{kT}{b}\ln(1-\theta)-\frac{a\theta^2}{b^2},\qquad
\frac{d\ln p}{d\theta}=\frac{1}{\theta(1-\theta)}-\alpha.
\end{equation}
The maximum of $\theta(1-\theta)$ is $1/4$, at $\theta=1/2$. Hence $\alpha_c=4$ and $kT_c=a/(2b)$, higher than the mobile value by the factor $27/16$. The entropic part of the slope is larger for the mobile layer by the factor $1/(1-\theta)$. Compressing it costs more entropy, so a lower temperature is needed before attraction wins.

\section{Below and above the critical temperature}

\paragraph{Coexistence.} For $T<T_c$ the falling part of the isotherm is unstable. Its ends, the spinodal coverages, solve $\theta(1-\theta)^2=1/\alpha$. The equilibrium layer splits into a dilute phase $\theta_1$ and a dense phase $\theta_2$ with equal chemical potential, hence equal gas pressure $p_{\rm co}$, and equal spreading pressure. Lemma 1 turns the second condition into an area rule. Integrating by parts,
\begin{align}
0&=\frac{b}{kT}\left[\phi(\theta_2)-\phi(\theta_1)\right]
=\int_{\theta_1}^{\theta_2}\theta\,\frac{d\ln p}{d\theta}\,d\theta\nonumber\\
&=\left[\theta\ln\frac{p}{p_{\rm co}}\right]_{\theta_1}^{\theta_2}
-\int_{\theta_1}^{\theta_2}\ln\frac{p}{p_{\rm co}}\,d\theta .
\end{align}
The boundary term vanishes because $p=p_{\rm co}$ at both ends. The areas of the loop above and below $\ln p_{\rm co}$ are therefore equal.

Close to $T_c$ this can be solved by hand. Let $x=\theta-1/3$ and $t=(T_c-T)/T$. Since $\alpha=(27/4)(1+t)$, the slope at $x=0$ is $-27t/4$. Adding the cubic term, with coefficient $729/(8\cdot6)=243/16$, gives to leading order
\begin{equation}
\ln p=\ln p(x{=}0)-\frac{27}{4}tx+\frac{243}{16}x^3 .
\end{equation}
The varying part is odd in $x$, so equal areas place $\ln p_{\rm co}$ at its central value. The outer roots obey $x^2=4t/9$, and
\begin{equation}
\theta_2-\theta_1\simeq\frac43\sqrt{\frac{T_c-T}{T}}. \label{gap}
\end{equation}
The square root is the mean-field law; in a real two-dimensional layer with short-range attraction, fluctuations change the exponent close to $T_c$.

\paragraph{Steep but continuous adsorption.} For $T>T_c$ there is no jump. The largest response of coverage to a relative change of pressure occurs where $1/g$ is smallest, at $\theta=1/3$:
\begin{equation}
\left(\frac{d\theta}{d\ln p}\right)_{\max}
=\frac{1}{\frac{27}{4}\left(1-T_c/T\right)}
=\frac{4}{27}\,\frac{T}{T-T_c}. \label{resp}
\end{equation}
It diverges at $T_c$ and tends to $4/27$ when $kT\gg a/b$.

\section{A cold etching surface}

Cryogenic atomic layer etching of silicon dioxide can use physisorbed C$_4$F$_8$ as its fluorocarbon supply at low temperature and low pressure. The example below takes a surface at 150 K. Take as rough model inputs $a=0.025$ eV nm$^2$, $b=0.5$ nm$^2$, $E=0.22$ eV and a normal vibration of 1 THz. They are round values, not fits to a measured isotherm. The critical temperature follows from
\begin{equation}
kT_c=\frac{8}{27}\,\frac{0.025}{0.5}\ {\rm eV}=14.8\ {\rm meV},
\qquad T_c=172\ {\rm K}.
\end{equation}

At 150 K, $kT=12.93$ meV and $\alpha=0.1/0.012926=7.74$, above $27/4$, so the model layer can condense once the gas pressure is high enough. With $\Lambda=0.01008$ nm and $q_z=3.112$,
\begin{equation}
p_0=\frac{0.01293\ {\rm eV}}{0.01008\times0.5\times3.112\ {\rm nm^3}}
\,e^{-0.22/0.01293}=40\ {\rm mTorr}.
\end{equation}
The coexisting coverages are 0.121 and 0.581. Both give $p/p_0=0.0620$; for the dilute phase,
\begin{equation}
\frac{0.1212}{0.8788}\,e^{0.1379-7.736\times0.1212}=0.0620 .
\end{equation}
The condensation pressure is therefore $0.0620\times40.2=2.5$ mTorr. The leading-order law (\ref{gap}) would give a coverage gap of 0.51, against 0.46 from the full isotherm, an overestimate of 11\% relative to the latter.

At half the condensation pressure the coverage is 0.039, and at twice that pressure it is 0.72. A fourfold change in pressure changes the coverage about nineteenfold. The spinodals, at coverages 0.204 and 0.482, correspond to 2.75 and 2.28 mTorr. Between these pressures the model allows a metastable layer, so the coverage could depend on whether pressure was raised or lowered.

At 190 K, with all model constants held fixed, the jump is gone. Raising the coverage from 0.2 to 0.5 takes a pressure rise from 154 to 208 mTorr, and the maximum response (\ref{resp}) is 1.56. Since $p_0$ is now 1.6 Torr, a pressure of 2.5 mTorr leaves a coverage of only about 0.0015. Between 150 K and 190 K the scale $p_0$ grows by a factor of 40, of which $e^{-E/kT}$ in (\ref{p0}) supplies a factor of 36. The same factor makes the predicted pressure sensitive to the binding energy: at 150 K an error of 0.01 eV changes it by $e^{0.01/0.01293}$, a factor of 2.2.

\section{Where the model can fail}

\paragraph{Hard-core entropy.} Scaled particle theory replaces the repulsive term by $kTs/(1-\eta)^2$, where $\eta=\pi d^2s/4=\theta/2$ is the area fraction of the disks. With the same $a$, zero slope of $\phi$ requires
\begin{equation}
2\alpha=\frac{1+\eta}{\eta(1-\eta)^3}.
\end{equation}
Setting the logarithmic derivative of the right side to zero gives $3\eta^2+4\eta-1=0$, so $\eta_c=(\sqrt7-2)/3$ and $\theta_c=0.43$. The critical temperature becomes 199 K, 16\% above the van der Waals value. One third and $8/27$ belong to the van der Waals free area, not to mobile layers in general.

\paragraph{Fluctuations.} The mean-field energy ignores local density fluctuations. In the square lattice gas with nearest-neighbour attraction, a transfer-matrix calculation on strips 6 and 7 sites wide puts the critical temperature at 0.57 of its mean-field value. Multiplying the present $T_c$ by this ratio gives 98 K, but that is not an estimate for the mobile layer. The ratio belongs to the lattice and its nearest-neighbour attraction. In a mobile layer the packing and clustering of neighbours also change the critical temperature, and may raise it above the van der Waals value.

\paragraph{Pair clustering.} A square well reaching to $1.8d$ has the chosen $a$ and $b$ if its depth is 22.3 meV. At 150 K the depth is $1.73\,kT$, too large to linearize the exponential in (\ref{b2}). The full coefficient is $B_2=-9.4b$, against $-2.9b$ in the van der Waals equation. For this pair potential, departures from Henry's law begin at lower coverage than the isotherm says. Coexistence moves as well: at 150 K the square-well fluid condenses at a pressure several times lower than the van der Waals value, into a dense phase with $\theta$ near 1 rather than 0.58. The coexistence numbers of the example belong to the van der Waals equation, not to this pair potential.

\paragraph{Corrugation.} Let the surface potential vary as a cosine along each of two perpendicular directions, with a barrier of 20 meV along each. Averaging $e^{-V/kT}$ over the surface, at fixed mean potential, raises the dilute coverage at given pressure by a factor of 1.33. The barrier exceeds $kT$, so free mobility is only a rough description. With one site per area $b$ and the same $a$, the localized mean-field model has its critical temperature at 290 K. This is not a prediction for a strongly corrugated surface, which sets its own site spacing and can thereby change $a$ as well.

\paragraph{Heterogeneity.} Amorphous, etched silicon dioxide does not bind with a single energy. Treat the surface as independent patches, each obeying the equilibrium isotherm, with $E$ spread as a Gaussian of standard deviation 10 meV. Each patch condenses at its own pressure, and the average coverage has no jump: it rises from 0.16 to 0.60 between half and twice 2.5 mTorr, a factor of about 4 instead of 19. A spread of 20 meV leaves a factor of 2. A sharp step needs a surface uniform in $E$ to well within $kT$.

\paragraph{Hindered rotation.} The isotherm assumes that a molecule turns as freely on the surface as in the gas. A ring-shaped molecule that prefers to lie flat does not. Let tilting by an angle $\gamma$ cost $W\sin^2\gamma$, with $E$ still the well depth for the flat orientation. Averaging the Boltzmann factor over all orientations, with $v=\cos\gamma$, then raises $p_0$ by the factor $1/\int_0^1e^{-W(1-v^2)/kT}\,dv$. For $W=50$ meV at 150 K the factor is 6.4, which moves condensation from 2.5 to 16 mTorr. The critical temperature stays the same if $a$ and $b$ do.

\paragraph{Second layer and warm gas.} Suppose a molecule on top of the first layer is bound by 0.15 eV, with the same $b$ and $q_z$. At the condensation pressure its dilute coverage is $0.0620\,e^{-0.07/0.01293}$, about $3\times10^{-4}$, so within the model one layer is a fair assumption. This estimate ignores bulk condensation. Bulk C$_4$F$_8$ is a solid at 150 K with a vapour pressure of at most a few tens of mTorr, far below the 560 mTorr at which a second layer bound by 0.15 eV would condense in the model. A real second layer is therefore likely to be more populated than this estimate, and pressures such as the 16 mTorr above approach bulk saturation, where the one-layer picture fails. Chamber gas at 300 K breaks the assumption of equal temperatures. The arriving flux is $p/\sqrt{2\pi mkT_{\rm gas}}$. If sticking at given coverage is unchanged, the same flux needs a pressure larger by $\sqrt{300/150}=1.41$, which moves condensation to 3.5 mTorr.

\paragraph{Use for the real surface.} The inputs are round values, so they cannot decide whether a real C$_4$F$_8$ layer condenses at 150 K: in the van der Waals model, a ratio $a/b$ only 13\% smaller would bring $T_c$ down to that temperature. Nor is the model's dense phase a full monolayer: for the equivalent disks its density is $0.581/1.81$, or 32\% of close packing, a low value that comes from the van der Waals free area and is not to be expected of a real two-dimensional liquid. The equation of state also has no solid phase, so it cannot show whether a dense layer freezes. For process design, $a$, $b$ and $p_0$ are best treated as effective parameters fitted to isotherms measured on the surface in question, and trusted within the fitted range. The numerical output below lists most of the values used here; the other model values follow from the formulas and inputs given in the text, while the bulk vapour pressure and the square-well coexistence are rough outside estimates.

\section*{Calculated quantities}
\begin{verbatim}
attraction constant a: 0.025 eV nm^2
excluded area b: 0.5 nm^2
binding energy: 0.22 eV
normal vibration: 1 THz
molecular mass: 200 u
critical coverage: 0.3333
critical density: 0.6667 nm^-2
critical kT: 14.81 meV
critical temperature: 171.9 K
critical spreading pressure: 3.704 meV/nm^2
critical p/p0: 0.08689
critical gas pressure: 32.71 mTorr
cold surface temperature: 150 K
kT, cold: 12.93 meV
2a/(b kT), cold: 7.736
thermal wavelength, cold: 0.01008 nm
vibrational factor, cold: 3.112
pressure scale p0, cold: 40.19 mTorr
condensation p/p0, cold: 0.06198
condensation pressure, cold: 2.491 mTorr
dilute coexisting coverage: 0.1212
dense coexisting coverage: 0.5812
lower spinodal coverage: 0.204
upper spinodal coverage: 0.4823
pressure at lower spinodal: 2.746 mTorr
pressure at upper spinodal: 2.278 mTorr
coverage at half condensation pressure: 0.03857
coverage at twice condensation pressure: 0.7166
warmer surface temperature: 190 K
pressure scale p0, warmer: 1625 mTorr
pressure at coverage 0.100, warmer: 109.6 mTorr
pressure at coverage 0.200, warmer: 153.8 mTorr
pressure at coverage 0.333, warmer: 174.9 mTorr
pressure at coverage 0.500, warmer: 208.4 mTorr
pressure at coverage 0.600, warmer: 279.9 mTorr
steepest d(theta)/d(ln p), warmer: 1.557
localized layer: critical coverage: 0.5
localized layer: critical temperature: 290.1 K
scaled particle: critical coverage: 0.4305
scaled particle: critical temperature: 198.7 K
lattice gas: true/mean-field critical T: 0.569
critical T times that ratio: 97.8 K
equivalent disk diameter: 0.5642 nm
b times close-packed density: 1.814
critical density/close-packed density: 0.1838
square-well range/diameter: 1.8
square-well depth: 22.32 meV
second virial/b, van der Waals, cold: -2.868
second virial/b, full square well, cold: -9.355
corrugation barrier: 20 meV
Henry constant factor from corrugation: 1.335
second-layer binding energy: 0.15 eV
second-layer coverage at condensation: 0.00028
chamber gas temperature: 300 K
pressure factor for warm chamber gas: 1.414
condensation pressure, warm gas: 3.523 mTorr
\end{verbatim}
